# Terms of p² from the diagonal sum rule, and carbon: verification in Python

```python
"""Terms of p^2 from the diagonal sum rule, and the interval ratio of carbon.
Under test: E(3P)=F0-5*F2, E(1D)=F0+F2, E(1S)=F0+10*F2, where F2=F^2/25
and F^k are the radial Slater integrals of the 2p function.
Also tested: the effect of mixing 2s^2 2p^2 with 2p^4, with coupling K_sp
for 3P and 1D and 2*K_sp for 1S, and one common diagonal gap.
Internal energies are in hartree; printed energies are in eV.
"""
from itertools import combinations
from math import factorial, pi, sqrt
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.special import lpmv
from pyscf import gto, fci

EV = physical_constants["Hartree energy in eV"][0]
TERMS = {"3P": (1, 1), "1D": (2, 0), "1S": (0, 0)}   # name: (L, S)

# ---------- angular integrals by quadrature ----------
x_nodes, x_weights = np.polynomial.legendre.leggauss(24)


def theta_part(l, m):
    """Spherical harmonic without its factor exp(i*m*phi)."""
    a = abs(m)
    norm = sqrt((2*l + 1)/(4*pi)*factorial(l - a)/factorial(l + a))
    return (-1)**(a if m < 0 else 0)*norm*lpmv(a, l, x_nodes)


def c_angular(k, m1, m2):
    if abs(m1 - m2) > k:
        return 0.0
    integrand = theta_part(1, m1)*theta_part(k, m1 - m2)*theta_part(1, m2)
    return sqrt(4*pi/(2*k + 1))*2*pi*np.sum(x_weights*integrand)


for k in (1, 3, 4):
    for m1 in (-1, 0, 1):
        for m2 in (-1, 0, 1):
            assert abs(c_angular(k, m1, m2)) < 1e-12

# ---------- determinant energies and the sum rule ----------
spin_orbitals = [(m, s) for m in (1, 0, -1) for s in (0.5, -0.5)]
boxes = {}
for (m1, s1), (m2, s2) in combinations(spin_orbitals, 2):
    coefficients = []
    for k, scale in ((0, 1), (2, 25)):
        value = c_angular(k, m1, m1)*c_angular(k, m2, m2)
        if s1 == s2:
            value -= c_angular(k, m1, m2)**2
        coefficients.append(scale*value)
    boxes.setdefault((m1 + m2, int(s1 + s2)), []).append(coefficients)
trace = {key: np.sum(val, axis=0) for key, val in boxes.items()}
rule = {"1D": trace[2, 0], "3P": trace[1, 1]}
rule["1S"] = trace[0, 0] - rule["1D"] - rule["3P"]
for name, expected in (("3P", -5), ("1D", 1), ("1S", 10)):
    assert np.allclose(rule[name], [1, expected], atol=1e-11)

# ---------- carbon: Hartree-Fock for the average of 2p^2 ----------
mol = gto.M(atom="C 0 0 0", basis="cc-pvdz", spin=0, verbose=0)
overlap = mol.intor("int1e_ovlp")
h_core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
eri = mol.intor("int2e")
n_ao = mol.nao
groups = {}
for i, label in enumerate(mol.ao_labels(fmt=None)):
    groups.setdefault((label[2][-1], label[3]), []).append(i)


def coulomb(d):
    return np.einsum("pqrs,rs->pq", eri, d)


def exchange(d):
    return np.einsum("prqs,rs->pq", eri, d)


def orbitals_of(fock, key):
    idx = groups[key]
    vectors = eigh(fock[np.ix_(idx, idx)], overlap[np.ix_(idx, idx)])[1]
    full = np.zeros((n_ao, len(idx)))
    full[idx] = vectors
    return full


def densities(s_pair, p_coefficients):
    closed = 2*s_pair @ s_pair.T
    opened = np.zeros((n_ao, n_ao))
    for axis in "xyz":
        v = np.zeros(n_ao)
        v[groups["p", axis]] = p_coefficients
        opened += 2/3*np.outer(v, v)
    return closed, opened


def average_energy(closed, opened):
    field = coulomb(closed) - exchange(closed)/2
    own = 0.6*coulomb(opened) - 0.3*exchange(opened)
    return (np.sum(h_core*(closed + opened)) + np.sum(field*closed)/2
            + np.sum(field*opened) + np.sum(own*opened)/2)


closed = np.zeros((n_ao, n_ao))
opened = closed.copy()
for cycle in range(300):
    total = closed + opened
    fock_s = h_core + coulomb(total) - exchange(total)/2
    fock_p = (h_core + coulomb(closed) - exchange(closed)/2
              + 0.6*coulomb(opened) - 0.3*exchange(opened))
    s_orbs = orbitals_of(fock_s, ("s", ""))
    p_orbs = orbitals_of(fock_p, ("p", "x"))
    p_radial = p_orbs[groups["p", "x"]]
    new_closed, new_opened = densities(s_orbs[:, :2], p_radial[:, 0])
    change = max(abs(new_closed - closed).max(), abs(new_opened - opened).max())
    closed = (closed + new_closed)/2
    opened = (opened + new_opened)/2
    if change < 1e-11:
        break
assert change < 1e-9


def rotated_energy(angle, shell):
    s_pair, p_vec = s_orbs[:, :2].copy(), p_radial[:, 0].copy()
    if shell == "s":
        s_pair[:, 1] = np.cos(angle)*s_orbs[:, 1] + np.sin(angle)*s_orbs[:, 2]
    else:
        p_vec = np.cos(angle)*p_radial[:, 0] + np.sin(angle)*p_radial[:, 1]
    return average_energy(*densities(s_pair, p_vec))


for shell in "sp":     # the average energy must be a minimum
    up, down = rotated_energy(1e-3, shell), rotated_energy(-1e-3, shell)
    assert abs(up - down)/2e-3 < 1e-6
    assert up + down > 2*rotated_energy(0.0, shell)

# ---------- Slater integrals by radial quadrature ----------
p_z = np.zeros(n_ao)
p_z[groups["p", "z"]] = p_radial[:, 0]


def radial_density(r):
    points = np.zeros((r.size, 3))
    points[:, 2] = r.ravel()
    orbital = mol.eval_gto("GTOval_sph", points) @ p_z
    return (r.ravel()**2*orbital**2*4*pi/3).reshape(r.shape)


u, wu = np.polynomial.legendre.leggauss(160)
u, wu = (u + 1)/2, wu/2
r_outer, w_outer = 25*u**2, 50*u*wu
density_outer = radial_density(r_outer)
density_inner = radial_density(r_outer[:, None]*u[None, :])
norm_2p = np.sum(w_outer*density_outer)
assert abs(norm_2p - 1) < 1e-8


def slater_integral(k):
    # inner radius = t * outer radius, so all powers of the outer radius cancel
    inner = density_inner @ (wu*u**k)
    return 2*np.sum(w_outer*density_outer*inner)


F0, F2_upper = slater_integral(0), slater_integral(2)
F2 = F2_upper/25
assert F2 > 0

# ---------- integrals over 2s, 2px, 2py, 2pz with frozen 1s ----------
core_density = 2*np.outer(s_orbs[:, 0], s_orbs[:, 0])
h_frozen = h_core + coulomb(core_density) - exchange(core_density)/2


def transform(c):
    h = c.T @ h_frozen @ c
    g = np.einsum("pqrs,pi->iqrs", eri, c)
    g = np.einsum("iqrs,qj->ijrs", g, c)
    g = np.einsum("ijrs,rk->ijks", g, c)
    g = np.einsum("ijks,sl->ijkl", g, c)
    return np.ascontiguousarray(h), np.ascontiguousarray(g)


valence = np.zeros((n_ao, 4))
valence[:, 0] = s_orbs[:, 1]
for column, axis in enumerate("xyz", start=1):
    valence[groups["p", axis], column] = p_radial[:, 0]
h_val, g_val = transform(valence)
J_zz, J_xy, K_xy = g_val[3, 3, 3, 3], g_val[1, 1, 2, 2], g_val[1, 2, 1, 2]
assert abs(J_zz - (F0 + 4*F2)) < 1e-7
assert abs(J_xy - (F0 - 2*F2)) < 1e-7
assert abs(K_xy - 3*F2) < 1e-7


# ---------- exact diagonalization with labels L and S ----------
def term_energies(h, g, p_index, n_electrons):
    n = len(h)
    lower, sign, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
    annihilate = []
    for mode in range(2*n):
        op = np.eye(1)
        for j in range(2*n):
            op = np.kron(op, sign if j < mode else lower if j == mode else one)
        annihilate.append(op)
    up, down = annihilate[:n], annihilate[n:]
    E = [[up[p].T @ up[q] + down[p].T @ down[q] for q in range(n)] for p in range(n)]
    H = sum(h[p, q]*E[p][q] for p in range(n) for q in range(n))
    for p in range(n):
        for q in range(n):
            partner = sum(g[p, q, r, s]*E[r][s] for r in range(n) for s in range(n))
            H = H + 0.5*E[p][q] @ partner
            H = H - 0.5*sum(g[p, q, q, s]*E[p][s] for s in range(n))
    L2 = 0
    for a, b in combinations(p_index, 2):
        A = E[b][a] - E[a][b]
        L2 = L2 - A @ A
    S_plus = sum(up[p].T @ down[p] for p in range(n))
    S_z = sum(up[p].T @ up[p] - down[p].T @ down[p] for p in range(n))/2
    S2 = S_plus.T @ S_plus + S_z @ S_z + S_z
    number = np.diag(sum(E[p][p] for p in range(n)))
    keep = np.where(abs(number - n_electrons) < 1e-9)[0]
    sector = np.ix_(keep, keep)
    energy, vec = np.linalg.eigh(H[sector])
    l2 = np.einsum("ia,ij,ja->a", vec, L2[sector], vec)
    s2 = np.einsum("ia,ij,ja->a", vec, S2[sector], vec)
    result = {}
    for name, (L, S) in TERMS.items():
        match = (abs(l2 - L*(L + 1)) < 1e-5) & (abs(s2 - S*(S + 1)) < 1e-5)
        result[name] = energy[match][0]
    return result


def intervals(e):
    low, high = e["1D"] - e["3P"], e["1S"] - e["1D"]
    return low, high, high/low


exact_p2 = term_energies(np.zeros((3, 3)), g_val[1:, 1:, 1:, 1:], (0, 1, 2), 2)
for name in TERMS:
    assert abs(exact_p2[name] - rule[name] @ [F0, F2]) < 1e-7
for (ML, MS), coefficients in trace.items():
    present = sum(exact_p2[t] for t, (L, S) in TERMS.items()
                  if abs(ML) <= L and abs(MS) <= S)
    assert abs(coefficients @ [F0, F2] - present) < 1e-6
mean = sum((2*L + 1)*(2*S + 1)*exact_p2[t] for t, (L, S) in TERMS.items())/15
assert abs(mean - (F0 - 2*F2)) < 1e-7
p2_result = intervals(exact_p2)
assert abs(p2_result[2] - 1.5) < 1e-5

# ---------- mixing of 2s^2 2p^2 with 2p^4 ----------
K_sp, J_sp, J_ss = g_val[0, 1, 0, 1], g_val[0, 0, 1, 1], g_val[0, 0, 0, 0]
gap = (2*(h_val[1, 1] - h_val[0, 0]) + J_zz + 4*J_xy - 2*K_xy
       - J_ss - 4*J_sp + 2*K_sp)


def lowering(coupling):
    return sqrt(gap**2/4 + coupling**2) - gap/2


drop_1, drop_2 = lowering(K_sp), lowering(2*K_sp)
mixed = term_energies(h_val, g_val, (1, 2, 3), 4)
mixed_result = intervals(mixed)
assert abs(mixed_result[0] - 6*F2) < 1e-6
assert abs(mixed_result[1] - (9*F2 - drop_2 + drop_1)) < 1e-6
# absolute lowering of the ground term, from its single-determinant energy
single_3P = (2*h_val[0, 0] + 2*h_val[1, 1] + J_ss + 4*J_sp - 2*K_sp
             + J_xy - K_xy)
assert abs(single_3P - drop_1 - mixed["3P"]) < 1e-7
assert mixed_result[2] < 1.5


# ---------- frozen-core full CI ----------
def full_ci(c):
    h, g = transform(c)
    n = c.shape[1]
    triplet = fci.direct_spin1.FCI()
    singlet = fci.direct_spin0.FCI()
    for solver in (triplet, singlet):
        solver.verbose = 0
        solver.conv_tol = 1e-11
        solver.max_cycle = 200
        solver.max_space = 30
    e_t, c_t = triplet.kernel(h, g, n, (3, 1), nroots=3)
    e_s, c_s = singlet.kernel(h, g, n, (2, 2), nroots=7)
    chosen = []
    for energy, vector in zip(e_s, c_s):
        if abs(fci.spin_op.spin_square0(vector, n, (2, 2))[0]) < 1e-3:
            chosen.append((energy, vector))
    chosen = sorted(chosen, key=lambda pair: pair[0])[:6]
    assert len(chosen) == 6
    for solver, nelec, states in ((triplet, (3, 1), list(zip(e_t, c_t))),
                                  (singlet, (2, 2), chosen)):
        h2 = solver.absorb_h1e(h, g, n, nelec, 0.5)
        for energy, vector in states:
            vector = np.asarray(vector)
            image = np.asarray(solver.contract_2e(h2, vector, n, nelec))
            residual = image.reshape(vector.shape) - energy*vector
            assert np.linalg.norm(residual) < 5e-4
    e_singlet = np.array([pair[0] for pair in chosen])
    assert np.ptp(e_t) < 1e-6 and np.ptp(e_singlet[:5]) < 1e-6
    assert e_singlet[5] - e_singlet[4] > 1e-3
    return {"3P": e_t[0], "1D": e_singlet[0], "1S": e_singlet[5]}


sp_columns, d_columns = [s_orbs[:, 1:]], []
for key in groups:
    if key[0] == "p":
        sp_columns.append(orbitals_of(fock_p, key))
    elif key[0] != "s":
        d_columns.append(orbitals_of(fock_s, key))
sp_space = np.hstack(sp_columns)
whole_space = np.hstack(sp_columns + d_columns)
assert np.allclose(whole_space.T @ overlap @ whole_space,
                   np.eye(whole_space.shape[1]), atol=1e-9)
ci_sp, ci_all = full_ci(sp_space), full_ci(whole_space)
for name in TERMS:     # a larger space can only lower each term
    assert ci_all[name] < ci_sp[name] < mixed[name]
ci_sp_result, ci_all_result = intervals(ci_sp), intervals(ci_all)
assert ci_all_result[2] < 1.5

# ---------- output ----------
print("Angular integrals c^2(m,m') for l=1 (no unit):")
for m1, m2 in ((1, 1), (0, 0), (1, 0), (1, -1)):
    print(f"  c^2({m1},{m2}) = {c_angular(2, m1, m2):.6f}")
print("Box traces (ML,MS): coefficients of F0 and F2")
for key in ((2, 0), (1, 1), (1, 0), (0, 1), (0, 0)):
    print(f"  {key}: {trace[key][0]:.3f}, {trace[key][1]:.3f}")
print("Sum-rule terms: coefficients of F0 and F2")
for name in TERMS:
    print(f"  {name}: {rule[name][0]:.3f}, {rule[name][1]:.3f}")
print("Carbon, cc-pVDZ, average-of-configuration Hartree-Fock")
print(f"F0 = {F0*EV:.4f} eV")
print(f"F^2 = {F2_upper*EV:.4f} eV")
print(f"F2 = F^2/25 = {F2*EV:.5f} eV")
for name in TERMS:
    print(f"p^2 repulsion energy {name} = {exact_p2[name]*EV:.4f} eV")
print(f"weighted mean of p^2 = {mean*EV:.4f} eV")
print(f"K_sp = {K_sp*EV:.4f} eV")
print(f"gap 2p^4 minus 2s^2 2p^2 = {gap*EV:.4f} eV")
print(f"lowering of 3P and 1D = {drop_1*EV:.4f} eV")
print(f"lowering of 1S = {drop_2*EV:.4f} eV")
print(f"orbitals in full CI: s,p only {sp_space.shape[1]}, "
      f"whole basis {whole_space.shape[1]}")
for title, result in (("one configuration", p2_result),
                      ("2s^2 2p^2 + 2p^4", mixed_result),
                      ("full CI, s and p only", ci_sp_result),
                      ("full CI, whole basis", ci_all_result)):
    print(f"{title}:")
    print(f"  1D-3P = {result[0]*EV:.4f} eV, 1S-1D = {result[1]*EV:.4f} eV")
    print(f"  interval ratio = {result[2]:.4f}")
print("OK")
```

It prints:

```
Angular integrals c^2(m,m') for l=1 (no unit):
  c^2(1,1) = -0.200000
  c^2(0,0) = 0.400000
  c^2(1,0) = 0.346410
  c^2(1,-1) = -0.489898
Box traces (ML,MS): coefficients of F0 and F2
  (2, 0): 1.000, 1.000
  (1, 1): 1.000, -5.000
  (1, 0): 2.000, -4.000
  (0, 1): 1.000, -5.000
  (0, 0): 3.000, 6.000
Sum-rule terms: coefficients of F0 and F2
  3P: 1.000, -5.000
  1D: 1.000, 1.000
  1S: 1.000, 10.000
Carbon, cc-pVDZ, average-of-configuration Hartree-Fock
F0 = 14.5356 eV
F^2 = 6.5748 eV
F2 = F^2/25 = 0.26299 eV
p^2 repulsion energy 3P = 13.2207 eV
p^2 repulsion energy 1D = 14.7986 eV
p^2 repulsion energy 1S = 17.1655 eV
weighted mean of p^2 = 14.0096 eV
K_sp = 3.1115 eV
gap 2p^4 minus 2s^2 2p^2 = 20.3824 eV
lowering of 3P and 1D = 0.4644 eV
lowering of 1S = 1.7497 eV
orbitals in full CI: s,p only 8, whole basis 13
one configuration:
  1D-3P = 1.5779 eV, 1S-1D = 2.3669 eV
  interval ratio = 1.5000
2s^2 2p^2 + 2p^4:
  1D-3P = 1.5779 eV, 1S-1D = 1.0816 eV
  interval ratio = 0.6855
full CI, s and p only:
  1D-3P = 1.5231 eV, 1S-1D = 0.9052 eV
  interval ratio = 0.5943
full CI, whole basis:
  1D-3P = 1.4850 eV, 1S-1D = 1.4458 eV
  interval ratio = 0.9736
OK
```
